\section*{When uncoupled mode-space transport is accurate in a tapered wire}

\section{What scaling and symmetry fix}

Take a straight wire whose confinement changes only in scale, so that each transverse mode has the form
\begin{equation}
\phi_n(y;x)=b(x)^{-1/2}h_n\!\left(y/b(x)\right).
\end{equation}
Its overlap with the $x$-derivative of another mode must be linear in $b'=db/dx$ and must have the dimension of inverse length:
\begin{equation}
A_{mn}\equiv\langle\phi_m|\partial_x\phi_n\rangle=\frac{b'}{b}D_{mn},
\end{equation}
where the $D_{mn}$ are pure numbers. If the confinement is even in $y$, modes of opposite parity do not couple. For real modes, differentiating $\langle\phi_m|\phi_n\rangle=\delta_{mn}$ gives $A_{mn}+A_{nm}=0$, so $A_{nn}=0$.

The rate $A_{mn}$ must be compared with another inverse length, the wave-number mismatch $k_n-k_m$. A small slope $b'$ is therefore not by itself the criterion for neglecting the coupling. The total change of $\ln b$ and the taper length measured in beat lengths $2\pi/|k_n-k_m|$ both matter.

\section{The coupling}

Consider coherent one-electron transport without a magnetic field, in a parabolic wire with uniform leads:
\begin{equation}
\left[-C(\partial_x^2+\partial_y^2)+\frac{Cy^2}{b^4}\right]\psi=E\psi,
\qquad C=\frac{\hbar^2}{2m}.
\end{equation}
The local subband energies are $E_n=C(2n+1)/b^2$, with $n=0,1,\ldots$. Insert $\psi=\sum_n\chi_n(x)\phi_n(y;x)$, project on $\phi_m$ and divide by $-C$:
\begin{equation}
\chi_m''+k_m^2\chi_m+\sum_n\left(2A_{mn}\chi_n'+B_{mn}\chi_n\right)=0,
\label{coupled}
\end{equation}
with $k_m^2=E/C-(2m+1)/b^2$ and $B_{mn}=\langle\phi_m|\partial_x^2\phi_n\rangle$. The uncoupled method keeps $\chi_m''+k_m^2\chi_m=0$. It thus drops the diagonal $B_{mm}$ as well.

The two coupling matrices are related. Differentiating $A_{mn}$ and inserting a complete set of modes gives
\begin{equation}
A'_{mn}=\langle\partial_x\phi_m|\partial_x\phi_n\rangle+B_{mn}
=\sum_kA_{km}A_{kn}+B_{mn}=-(A^2)_{mn}+B_{mn},
\end{equation}
so $B=A'+A^2$.

To find $D_{mn}$, differentiate the scaling form at fixed $y$:
\begin{equation}
\partial_x\phi_n=-\frac{b'}{b}\left(\tfrac12+y\partial_y\right)\phi_n.
\end{equation}
With $y=b(a+a^\dagger)/\sqrt2$, $\partial_y=(a-a^\dagger)/(\sqrt2\,b)$ and $aa^\dagger-a^\dagger a=1$,
\begin{equation}
y\partial_y=\tfrac12(a^2-aa^\dagger+a^\dagger a-a^{\dagger2})
=\tfrac12(a^2-a^{\dagger2}-1).
\end{equation}
The constants cancel, leaving
\begin{equation}
\partial_x\phi_n=\frac{b'}{2b}(a^{\dagger2}-a^2)\phi_n,\qquad
A_{n+2,n}=\frac{b'}{2b}\sqrt{(n+1)(n+2)}.
\end{equation}
Antisymmetry supplies $A_{n,n+2}$, and all other elements vanish. In particular $A_{20}=b'/(\sqrt2\,b)$ and $B_{00}=-A_{20}^2$.

For another smooth confinement $V(x,y)$, differentiate the transverse equation $h\phi_n=E_n\phi_n$ and project on $\phi_m$, $m\ne n$. This gives $\langle m|\partial_xV|n\rangle+E_mA_{mn}=E_nA_{mn}$, hence
\begin{equation}
A_{mn}=\frac{\langle m|\partial_xV|n\rangle}{E_n-E_m},\qquad E_m\ne E_n.
\label{force}
\end{equation}

At a point where $b'/b=0.05503\,\mathrm{nm^{-1}}$, the formula gives $A_{20}=0.05503/\sqrt2=0.03891\,\mathrm{nm^{-1}}$. Finite differences of grid eigenvectors and the matrix element in (\ref{force}) give the same value to the printed digits.

\section{Why a long taper suppresses conversion}

Let mode 0 enter from the left, with both modes open and their wave numbers slowly varying. Write $\theta_n'=k_n$ and $\chi_0=k_0^{-1/2}e^{i\theta_0}$. To first order in $A$, mode 2 obeys
\begin{equation}
\chi_2''+k_2^2\chi_2=-S,\qquad S=2A_{20}\chi_0'+A_{20}'\chi_0 .
\end{equation}
The outgoing Green function for a unit source at $x'$ is
\begin{equation}
G(x,x')=\frac{e^{i|\theta_2(x)-\theta_2(x')|}}{2i\sqrt{k_2(x)k_2(x')}} .
\end{equation}
Its derivative jumps by one at the source. Since $-1/(2i)=i/2$, the coefficient of the outgoing wave $k_2^{-1/2}e^{i\theta_2}$ is
\begin{equation}
t_{20}=\frac i2\int k_2^{-1/2}e^{-i\theta_2}S\,dx.
\end{equation}
Integrate the $A_{20}'$ term by parts. The boundary terms vanish in the uniform leads, and derivatives of the slowly varying amplitudes are of higher order. The source is then replaced by
\begin{equation}
2A_{20}\chi_0'-A_{20}(\chi_0'-ik_2\chi_0)
=iA_{20}(k_0+k_2)\chi_0,
\end{equation}
and therefore
\begin{equation}
t_{20}=-\int A_{20}\frac{k_0+k_2}{2\sqrt{k_0k_2}}
e^{i(\theta_0-\theta_2)}dx.
\label{first}
\end{equation}
For the backward wave, $e^{-i\theta_2}$ becomes $e^{+i\theta_2}$. The same steps replace $k_0+k_2$ in the prefactor by $k_0-k_2$, and the phase becomes $\theta_0+\theta_2$. In a smooth taper with both modes well above threshold, backscattering is thus weakened twice: by its prefactor and by its faster phase. The backward formula is a leading-order estimate for small $\varepsilon$; when the width changes by about 10\%, it can already be wrong by tens of per cent.

For an explicit length criterion, choose
\begin{equation}
\frac{b'}{b}=\frac{\varepsilon}{L}\left(1-\cos\frac{2\pi x}{L}\right),
\qquad \varepsilon=\ln\frac{b_R}{b_L},\quad 0\le x\le L.
\end{equation}
The wave numbers may be held constant if both modes are well above threshold and both $\varepsilon$ and $\varepsilon|k_0-k_2|L$ are small. The second condition keeps the accumulated phase nearly unchanged; in a longer taper, use (\ref{first}) with varying wave numbers. Put $u=x-L/2$, $q=k_0-k_2$ and $z=qL/2$. Apart from a phase, the integral of $(b'/b)e^{iqx}$ is $\varepsilon F(q)$, with
\begin{align}
F(q)&=\frac1L\int_{-L/2}^{L/2}\left(1+\cos\frac{2\pi u}{L}\right)\cos(qu)\,du\\
&=\frac{\sin z}{z}+\frac12\left[\frac{\sin(z+\pi)}{z+\pi}
+\frac{\sin(z-\pi)}{z-\pi}\right]\\
&=\sin z\left[\frac1z-\frac{z}{z^2-\pi^2}\right]
=\frac{\sin z}{z\,(1-z^2/\pi^2)} .
\end{align}
Consequently
\begin{equation}
|t_{20}|^2\simeq\frac{\varepsilon^2}{2}
\frac{(k_0+k_2)^2}{4k_0k_2}F(k_0-k_2)^2.
\label{weak}
\end{equation}
At one beat length, $z=\pi$ and the limit is $F^2=1/4$, a modest reduction. At the zeros of $F$, $z=2\pi,3\pi,\ldots$, higher orders in $\varepsilon$ leave a small conversion that (\ref{weak}) does not contain. For $z\gg\pi$ the envelope of $F^2$ falls as $L^{-6}$. This power belongs to the chosen profile; a taper with kinks has larger Fourier components at large $q$.

As a check with $\varepsilon=0.002$ and $L=20\,\mathrm{nm}$, take $k_0=0.3044$ and $k_2=0.2083\,\mathrm{nm^{-1}}$. Then $z=0.961$, $F^2\approx0.886$ and the wave-number factor is $1.036$, so
\begin{equation}
|t_{20}|^2\approx(2\times10^{-6})(1.036)(0.886)
\approx1.84\times10^{-6}.
\end{equation}
Real space with slice spacing 0.5 nm gives $1.835\times10^{-6}$, and $1.836\times10^{-6}$ as the spacing goes to zero. The backward probability is only $8.2\times10^{-10}$. Its first-order formula is 2.5\% higher than the value on this lattice and 1.8\% higher than the continuum value; this remainder shrinks roughly in proportion to $\varepsilon$. For a taper from 9 to 10 nm over 80 nm at 60 meV, integral (\ref{first}) gives 0.00232 against 0.00230 in real space with spacing 0.5 nm. This gap is lattice error: the real-space value rises to 0.00232 as the spacing goes to zero.

\section{Two ways to solve the full problem}

The real-space reference does not use local modes inside the taper. With slice spacing $a$, hopping $-\tau=-C/a^2$ and slice Hamiltonian $H_i$, which includes the on-site $2\tau$, the discrete equation is
\begin{equation}
(E-H_i)\psi_i+\tau\psi_{i-1}+\tau\psi_{i+1}=0.
\end{equation}
Suppose the part to the left has been eliminated, so that $\psi_{i-1}=-\tau g_{i-1}\psi_i$. Substitution gives $\psi_i=-\tau g_i\psi_{i+1}$ with
\begin{equation}
g_i=(E-H_i-\tau^2g_{i-1})^{-1}.
\end{equation}
Outgoing lead solutions close the recursion at both ends. In a uniform lead a unit source in mode $n$ launches amplitude $-i/v_n$, where $v_n=2\tau\sin(k_na)$. Dividing by this amplitude and normalizing to flux gives $t_{mn}=i\sqrt{v_mv_n}\,G_{mn}$, where $G_{mn}$ is the end-to-end Green function projected on lead modes.

For coupled mode space, define the vector $\pi=\chi'+A\chi$. Equation (\ref{coupled}) with $B=A'+A^2$ becomes
\begin{equation}
\chi'=\pi-A\chi,\qquad \pi'=-K^2\chi-A\pi,
\end{equation}
where $K^2=\mathrm{diag}(k_n^2)$. Setting $\pi=Z\chi$ and equating $Z'\chi+Z(Z-A)\chi$ to $-K^2\chi-AZ\chi$ yields
\begin{equation}
Z'=-K^2-Z^2-AZ+ZA.
\end{equation}
Start from the outgoing value $Z=iK$ in the right lead and integrate to the left. For a closed mode $Z=-\kappa$, and a small error obeys $\delta Z'=2\kappa\,\delta Z$, so it decays in this direction. With finitely many modes, this system forms $A^2$ from the retained modes only, which differs from the projected $B$ in the diagonal element of the highest retained mode. The effect on the low modes disappears as modes are added. Retaining one mode makes $A=0$ and reproduces the uncoupled method.

\section{How large the error is}

The example uses $m=0.10\,m_e$ and $b$ rising from 5 to 10 nm. At 40 meV the narrow lead has one open mode: its first two levels are 15.24 and 45.72 meV. In the wide lead modes 0 to 4 are open. Mode 0 enters from the narrow side, and $P_c$ denotes the probability transmitted into all other modes.

\begin{center}
\begin{tabular}{rrrrr}
$L$ (nm) & max.\ $b'$ & $T_{00}$, real & $T_{00}$, uncoupled & $P_c$, real\\
10 & 1.027 & 0.856 & 0.997 & 0.143\\
20 & 0.514 & 0.896 & 1.000 & 0.104\\
40 & 0.257 & 0.951 & 1.000 & 0.049\\
80 & 0.128 & 0.989 & 1.000 & 0.011\\
160 & 0.064 & 0.999 & 1.000 & 0.001
\end{tabular}
\end{center}

Eight coupled even modes agree with real space to about $10^{-4}$ in $T_{00}$ throughout this table. The large discrepancy at short length therefore comes from the omitted coupling. Formula (\ref{weak}) cannot be used here, because mode 2 opens inside the taper, where $k_2=0$.

The total transmission behaves differently. At $L=20$ nm it is 0.9997 in both real-space and uncoupled calculations, although about 10\% of the incident flux has changed mode. Flux conservation gives $\sum_mT_{m0}=1-R$, and $R$ stays small here, so forward mixing redistributes the transmitted flux with almost no loss. Since only one narrow mode is open, this sum is also the low-temperature, small-bias conductance in units of $2e^2/h$, including spin, for a Fermi level at 40 meV. The next narrow level is only 5.7 meV higher, so at 77 K, where $k_BT=6.6$ meV, thermally occupied higher modes would add about 0.27, while the contribution of mode 0 would fall to about 0.97, a net rise of about 0.24. A good conductance does not validate the mode populations, the transverse density, or interference with a later scatterer.

\subsection{Energy and the sudden limit}

Because $k_0^2-k_2^2=4/b^2$,
\begin{equation}
\frac{2\pi}{k_0-k_2}=\frac{\pi}{2}b^2(k_0+k_2).
\end{equation}
The beat length grows with energy, so a fixed taper looks shorter to a faster electron. At $b=10$ nm it is 57, 85 and 112 nm for 25, 40 and 60 meV. For $L=20$ nm, $P_c$ rises from 0.054 to 0.104 and 0.150, with no change in slope. Modes also open over a larger part of the taper as energy rises; the calculation does not separate this contribution from that of the beat length.

At high energy the transverse state has no time to follow the wire. Its overlap with the new ground mode is a Gaussian integral:
\begin{equation}
|\langle0_R|0_L\rangle|^2
=\left[\frac{1}{\sqrt{\pi b_Lb_R}}
\sqrt{\frac{2\pi b_L^2b_R^2}{b_L^2+b_R^2}}\right]^2
=\frac{2b_Lb_R}{b_L^2+b_R^2}.
\end{equation}
Here it equals $100/125=0.8$, leaving 0.2 in other modes. At 300 meV and $L=10$ nm, real space gives 0.199.

\subsection{Closed modes and thresholds}

If mode 2 is closed in both leads and throughout the taper, it carries no flux away. Mode 0 excites it with amplitude of order $A$, and the return coupling supplies another factor $A$; $B_{00}$ is also of order $A^2$. The amplitude error at fixed $L$ is then quadratic in $\varepsilon$. Halving $\varepsilon$ from 0.02 reduces the computed error by a factor of 4.02.

A second-order error can still matter near threshold. At 16 meV and $L=20$ nm, the uncoupled total is 0.748 and the real-space total is 0.774, an error of 3.4\% relative to the latter. If $r$ is the uncoupled reflection amplitude and $\delta r$ its correction, then
\begin{equation}
|r+\delta r|^2-|r|^2=2\,\mathrm{Re}(r^*\delta r)+|\delta r|^2 .
\end{equation}
When reflection is already appreciable, as here, the total can respond linearly to $\delta r$. At 40 meV both $|r|$ and $|\delta r|$ are more than ten times smaller than at 16 meV, so this linear term is weak.

\section{What to do in a calculation}

First decide which quantity is needed. For total transmission from the narrow side, well above threshold and in a smooth taper, uncoupled modes may suffice even when conversion is appreciable. For a single mode entering from the wide side they may not, because converted flux can be turned back where its new mode closes. In the example at 40 meV and $L=20$ nm, reciprocity gives mode 0 a total transmission of only 0.896 in that direction, whereas the uncoupled value is still 1.000. For mode-resolved quantities, estimate (\ref{first}) before dropping the coupling. On a lattice, a Taylor expansion gives
\begin{equation}
\langle\phi_m(x)|\phi_n(x+a)\rangle=\delta_{mn}+aA_{mn}+O(a^2),
\end{equation}
so overlaps of neighbouring slices supply $A$, provided mode signs are chosen continuously. Near a turning point, solve the coupled equations instead of using (\ref{first}).

Then add modes of the coupled parity until the required observable settles. At 40 meV and $L=20$ nm, one, two, three and eight even modes give $T_{00}=0.9997$, 0.8937, 0.8932 and 0.8957. The second mode removes most of the error, but convergence is not monotonic. The third changes $T_{00}$ by only 0.0005 while the result is still more than 0.002 from its eight-mode value, so check several successive additions before stopping. Dense inversion costs of order $M^3$ per slice for $M$ modes, against $N_y^3$ for $N_y$ transverse grid points, so a few coupled modes can retain much of the saving. The numerical output below gives the remaining digits and comparisons.

\section*{Calculated quantities}
\begin{verbatim}
mass 0.10 m_e; C = hbar^2/2m = 380.998 meV nm^2
b: left 5.0 nm, right 10.0 nm; eps = 0.6931
narrow E0..E4 (meV): 15.24 45.72 76.20 106.68 137.16
wide E0..E4 (meV): 3.81 11.43 19.05 26.67 34.29
at x=7 nm, L=20 nm: b'/b = 0.05503 1/nm
A20: grid 0.03891, formula 0.03891 1/nm
A20 from dV/dx matrix element 0.03891 1/nm
B00: grid -0.001514, formula -0.001514 1/nm^2
weak taper: eps=0.002, b=9 nm, E=40 meV, L=20 nm
  k0 = 0.3044, k2 = 0.2083 1/nm
  T20: real space 1.835e-06, formula 1.836e-06
  R20: real space 8.190e-10, formula 8.395e-10
taper 9 to 10 nm, E=60 meV, L=80 nm:
  T20: real space 0.00230, first order 0.00232
E=40 meV, 5 to 10 nm; RS real space, CM 8 modes, UM uncoupled
L(nm) max b' | T00: RS CM UM | RS converted | RS total
  10 1.027 | 0.85559 0.85562 0.99659 | 0.14276 | 0.99835
  20 0.514 | 0.89573 0.89566 0.99968 | 0.10402 | 0.99974
  40 0.257 | 0.95148 0.95136 1.00000 | 0.04852 | 1.00000
  80 0.128 | 0.98890 0.98883 1.00000 | 0.01110 | 1.00000
 160 0.064 | 0.99931 0.99930 1.00000 | 0.00069 | 1.00000
L=20 nm, 5 to 10 nm: dependence on energy
E(meV) | T00 RS | converted RS | total: RS CM UM
  16 | 0.77441 | 0.00000 | 0.77441 0.77445 0.74842
  25 | 0.94051 | 0.05412 | 0.99463 0.99464 0.99332
  40 | 0.89573 | 0.10402 | 0.99974 0.99974 0.99968
  60 | 0.85008 | 0.14990 | 0.99999 0.99999 0.99998
beat length at b=10 nm, E=25,40,60 meV (nm): 56.7 85.2 111.8
T00 at 40 meV, L=20 nm, 1,2,3,8 even modes: 0.99968 0.89370 0.89322 0.89566
closed mode 2: E=15 meV, b=8 nm, L=20 nm, eps=0.02 and 0.01
  amplitude errors 3.875e-05 9.631e-06, ratio 4.024
E=300 meV, L=10 nm: converted 0.1989, sudden 0.2000
\end{verbatim}
